# Temperature scaling of the switching-field width under a linear field sweep

When a switching-field distribution is known at one temperature and needed at another, the calculation must either multiply its width by a power of temperature or repeat the whole survival integral. The same choice arises in a fit: the slope of log width against log temperature may or may not be read as the inverse of a barrier exponent. For a barrier \(E_0(1-H/H_c)^a\), the power is \(1/a\), with a logarithmic correction that can be computed in one line. The rule assumes that \(E_0\) and \(H_c\) do not change with temperature, and in the device example below this assumption matters more than the logarithm once the anisotropy falls faster than about \(M_s^{2.1}\).

## Model and survival law

One magnetic element starts in a metastable state at \(H=0\). The field rises as \(H=Rt\), with constant \(R>0\). The element leaves the state at the rate

\[
\Gamma(H)=f_0\exp\!\left[-\frac{E_0}{kT}\left(1-\frac{H}{H_c}\right)^a\right],\qquad a\ge 1 .
\]

Here \(f_0\), \(E_0\) and \(H_c\) are constants, and jumps back are neglected. Let \(S(H)\) be the probability that the element has not yet switched. From \(dS/dt=-\Gamma S\) and \(dt=dH/R\),

\[
S=e^{-\Lambda},\qquad \Lambda(H)=\frac1R\int_0^H\Gamma(H')\,dH' .
\]

Define

\[
b=\frac{E_0}{kT},\quad \varepsilon=1-\frac{H}{H_c},\quad n=\frac{f_0H_c}{R},\quad s=1-\frac1a .
\]

Since \(dH'=-H_c\,dx\) for \(x=1-H'/H_c\), the minus sign exchanges the limits:

\[
\Lambda=n\int_\varepsilon^1 e^{-bx^a}dx .
\]

Now use the barrier in units of \(kT\) as the variable, \(v=bx^a\). Then \(x=(v/b)^{1/a}\) and \(dx=\frac1a b^{-1/a}v^{-s}dv\). With \(u=b\varepsilon^a\),

\[
\Lambda=X\int_u^b v^{-s}e^{-v}dv,\qquad X=\frac{n}{a}\,b^{-1/a}.
\]

Extending the upper limit to infinity adds at most \(Xb^{-s}e^{-b}\), because \(v^{-s}\le b^{-s}\) there. This is negligible if switching before zero field is improbable. The integral then becomes the upper incomplete gamma function, \(\Lambda=X\,\Gamma(1/a,u)\).

## The scaling at fixed \(X\)

In this form the distribution of \(u\) at switching depends on \(a\) and \(X\) alone. Since \(\varepsilon=(u/b)^{1/a}\), the standard deviation of the switching field is

\[
\sigma_H=H_c\left(\frac{kT}{E_0}\right)^{1/a}W_a(X),
\]

where \(W_a\) is the standard deviation of \(u^{1/a}\). No large-barrier expansion has been made. What has been neglected is switching before zero field and survival up to \(H_c\), whose probability is about \(\exp[-X\Gamma(1/a)]\).

If the sweep rate is changed with temperature as \(R\propto T^{1/a}\), then \(X\) is fixed and the width follows \(T^{1/a}\). At fixed \(R\), \(X\propto T^{1/a}\), and the remaining question is how strongly \(W_a\) depends on \(X\).

## The width at fixed sweep rate

Integration by parts gives, for large \(u\),

\[
\Gamma(1/a,u)=u^{-s}e^{-u}-s\int_u^\infty v^{-s-1}e^{-v}dv
=u^{-s}e^{-u}\left[1-\frac su+O(u^{-2})\right].
\]

Let \(L\) be the value of \(u\) at which the leading form of \(\Lambda\) equals one:

\[
XL^{-s}e^{-L}=1\quad\Longleftrightarrow\quad L+s\ln L=\ln X .
\]

The left side of the last equation increases with \(L\), so the solution is unique. For large \(X\) it is found quickly by iterating \(L\leftarrow\ln X-s\ln L\) from \(L=\ln X\), because each pass reduces the error by about \(s/L\).

Put \(u=L+y\). To leading order in \(1/L\), \(\Lambda=e^{-y}\). The barrier falls during the sweep, so an element that has survived down to \(u\) will switch at a smaller barrier. Hence

\[
P(y_{\rm switch}<y)=S=\exp(-e^{-y}),
\]

which is the Gumbel distribution. Its density peaks at \(y=0\), so \(L\) is the most probable barrier at switching, in units of \(kT\), to this order.

The cumulants follow from \(w=e^{-y}\), which has the density \(e^{-w}\):

\[
\langle e^{qy}\rangle=\int_0^\infty w^{-q}e^{-w}dw=\Gamma(1-q),\qquad
\ln\Gamma(1-q)=\gamma_Eq+\sum_{k\ge2}\frac{\zeta(k)}{k}q^k .
\]

The mean is therefore \(\gamma_E=0.577\), the variance is \(\kappa_2=\zeta(2)=\pi^2/6\), and the third cumulant is \(\kappa_3=2\zeta(3)\). Expanding the field variable,

\[
\varepsilon=\left(\frac Lb\right)^{1/a}\left(1+\frac yL\right)^{1/a}
\simeq\left(\frac Lb\right)^{1/a}\left(1+\frac{y}{aL}\right),
\]

gives the mean and the width:

\[
\langle H\rangle\simeq H_c\left[1-\left(\frac Lb\right)^{1/a}\left(1+\frac{\gamma_E}{aL}\right)\right],
\]

\[
\boxed{\;\sigma_H\simeq\frac{\pi}{\sqrt6}\,\frac{H_c}{a}\left(\frac{kT}{E_0}\right)^{1/a}L^{-s}\;}
\]

The conditions are \(L\gg1\) and \(b-L\gg1\). The result describes a window of temperature, not the limit \(T\to0\). At fixed \(R\), cooling lowers \(\ln X\), but only logarithmically: in the example below it is still 16.6 at 1 K, so the classical rate law fails well before \(L\gg1\) does. Heating brings \(b\) down to \(L\), and the element then switches near zero field.

For \(a=1\), \(s=0\) and \(\Gamma(1,u)=e^{-u}\). The width is then \((\pi/\sqrt6)H_ckT/E_0\), with no logarithm, apart from the end effects. For \(a>1\), a faster sweep lowers \(L\). Switching then occurs closer to \(H_c\), where the barrier changes more slowly with field, and the distribution widens.

## The first correction

At practical values of \(L\), the relative correction of order \(1/L\) is several per cent. Keeping that order in \(\Lambda\),

\[
-\ln\Lambda=y+s\ln\!\left(1+\frac yL\right)+\frac sL
\simeq y\left(1+\frac sL\right)+\frac sL\equiv g .
\]

Now \(g\) is the Gumbel variable, and \(y\simeq g-(s/L)(g+1)\). The second-order coefficient of \((1+y/L)^{1/a}\) is \(\frac12\cdot\frac1a(\frac1a-1)=-s/(2a)\), so

\[
\left(1+\frac yL\right)^{1/a}\simeq1+\frac1{aL}\left[g-\frac sL\left(g+1+\frac{g^2}{2}\right)\right].
\]

With \({\rm Cov}(g,g^2)=\kappa_3+2\gamma_E\kappa_2\), the variance of the square bracket is

\[
\kappa_2-\frac{2s}{L}\left[\kappa_2+\frac{\kappa_3+2\gamma_E\kappa_2}{2}\right]
=\kappa_2\left[1-\frac{2s}{L}\left(1+\gamma_E+\frac{\kappa_3}{2\kappa_2}\right)\right].
\]

Taking the square root multiplies the boxed width by

\[
1-\frac{sC}{L},\qquad C=1+\gamma_E+\frac{6\zeta(3)}{\pi^2}=2.308 .
\]

## The exponent that a fit will show

At fixed \(R\), differentiate \(L+s\ln L=\ln X\), using \(d\ln X/d\ln T=1/a\):

\[
\left(1+\frac sL\right)\frac{dL}{d\ln T}=\frac1a
\quad\Rightarrow\quad
\frac{d\ln L}{d\ln T}=\frac{1}{a(L+s)} .
\]

The logarithmic slope of the boxed width is therefore

\[
p=\frac1a-\frac{s}{a(L+s)}=\frac1a\,\frac{L}{L+s}.
\]

The factor \(1-sC/L\) adds about \(sC/(aL^2)\). Direct integration of the survival law, with \(b=50\), \(n=4\times10^9\) and a central difference over \(\pm2\%\) in temperature, gives:

| \(a\) | \(1/a\) | formula \(p\) | integrated |
|---|---|---|---|
| 1 | 1.000 | 1.000 | 1.000 |
| 1.5 | 0.667 | 0.655 | 0.656 |
| 2 | 0.500 | 0.486 | 0.488 |
| 3 | 0.333 | 0.321 | 0.322 |

To carry a width from \(T_1\) to \(T_2\) at fixed \(R\), \(E_0\) and \(H_c\), use

\[
\frac{\sigma_2}{\sigma_1}\simeq\left(\frac{T_2}{T_1}\right)^{1/a}\left(\frac{L_1}{L_2}\right)^s .
\]

## Which value of \(a\)

For a single-domain uniaxial magnet with the field along its axis, the energy in units of \(E_0\) is \(\sin^2\phi-2h\cos\phi\), where \(h=H/H_c\). The metastable state \(\phi=\pi\) has energy \(2h\). The maximum lies at \(\cos\phi=-h\) and has energy \(1+h^2\). The barrier is their difference, \((1-h)^2\), so \(a=2\). The stable state has energy \(-2h\), which makes the return barrier \((1+h)^2\).

A tilted field removes the symmetry between \(\phi\) and \(-\phi\). At a distance \(\delta\) below the field where the minimum disappears, the energy has the local form \(-A\delta x+Bx^3\), with \(A,B>0\). Its stationary points are \(x=\pm x_0\), with \(x_0=\sqrt{A\delta/3B}\), and the barrier is \(\frac43A\delta x_0\propto\delta^{3/2}\). Thus \(a=3/2\) close to that field, which takes the place of \(H_c\). Farther away, one power need not describe the barrier. A field along the hard axis is an exception: the energy \(\sin^2\phi-2h\sin\phi\) has two equal minima \(-h^2\) and a maximum \(1-2h\) between them, so the barrier is again \((1-h)^2\), and jumps back cannot be neglected.

## Example: a magnetic memory cell

Take the free layer of a perpendicular magnetic tunnel junction as a disc of diameter 30 nm and thickness 1.5 nm. The magnetization is \(M_s=1000\) kA/m, the field is along the axis, and reversal is taken as uniform, so \(a=2\); the last section examines that assumption. Fields are quoted as \(\mu_0H\), with \(\mu_0H_c=400\) mT, a sweep rate of 100 mT/s and \(f_0=10^9\) s\(^{-1}\). The volume is \(V=\pi(30)^2(1.5)/4=1060\) nm³, and

\[
E_0=\tfrac12M_sV\mu_0H_c=1.324\ \text{eV}.
\]

At 300 K, \(kT=0.02585\) eV and \(b=51.20\). Then

\[
n=\frac{10^9\times400}{100}=4\times10^9,\qquad
X=\frac{n}{2\sqrt b}=2.795\times10^8,\qquad \ln X=19.449 .
\]

The iteration gives \(L=18.003\). The formulas yield

\[
\mu_0\langle H\rangle=400\left[1-\sqrt{\frac{18.003}{51.20}}\left(1+\frac{0.577}{36.01}\right)\right]=159.0\ \text{mT},
\]

\[
\mu_0\sigma_H=\frac{1.2825\times400}{2\sqrt{51.20}\sqrt{18.003}}=8.45\ \text{mT}.
\]

The \(1/L\) factor, \(1-1.154/18.003=0.936\), reduces the width to 7.91 mT.

For comparison, the survival law was integrated by the trapezoidal rule on 40,001 field points. Integrating the density \(-dS/dH\) by parts gives \(\langle H\rangle=\int S\,dH\) and \(\langle H^2\rangle=2\int HS\,dH\). The result is a mean of 159.4 mT and a width of 7.99 mT (79.9 Oe). Relative to this width, the leading formula is 5.7% high and the corrected one about 1% low. The same integration at other temperatures, with the sweep rate held fixed, gives:

| \(T\) (K) | \(b\) | \(L\) | mean (mT) | width (mT) |
|---|---|---|---|---|
| 250 | 61.4 | 17.91 | 180.9 | 7.31 |
| 300 | 51.2 | 18.00 | 159.4 | 7.99 |
| 350 | 43.9 | 18.08 | 139.6 | 8.62 |
| 400 | 38.4 | 18.14 | 121.2 | 9.20 |

From 250 to 400 K the mean exponent is 0.488, and width\(/\sqrt T\) falls by 0.6%. A tenfold faster sweep at 300 K raises the width to 8.48 mT, or by 6%.

## What changes the answer in a device

The parameters are rough typical values for cells a few tens of nanometres wide, and a barrier of about \(50kT\) at room temperature is modest for data retention: with \(f_0\) and \(E_0\) as above, the chance that one cell flips in ten years is \(2\times10^{-5}\) at 300 K and about 7% at 358 K; with the fall of \(E_0\) on heating modelled next, the flip at 358 K is almost certain. The assumption of constant \(E_0\) and \(H_c\) is broken in real layers, whose magnetization and anisotropy fall on heating. As a rough model, let \(M_s\propto1-(T/1000\ \text{K})^{3/2}\) and let the anisotropy energy density vary as \(M_s^3\), with the 300 K values unchanged. Then \(E_0\propto M_s^3\) and \(H_c\propto M_s^2\), so the prefactor \(H_cE_0^{-1/2}\) varies as \(M_s^{1/2}\). Integration gives a local exponent of 0.344 at 300 K instead of 0.488. Read directly as \(1/a\), it would suggest \(a\approx2.9\) for a barrier with \(a=2\). The size of this shift depends on the assumed power. For anisotropy \(\propto M_s^q\) the prefactor varies as \(M_s^{q/2-1}\), and the exponent is 0.459 for \(q=2.2\) and 0.488, unchanged, for \(q=2\). If \(E_0(T)\) and \(H_c(T)\) are known independently, plot \(\ln(\sigma_H/H_c)\) against \(\ln(T/E_0)\) instead. By the boxed formula the slope is \(1/a\) up to the logarithmic correction, and \(a\) need not be known beforehand.

A field tilt of 3° also matters. With the barrier found numerically from the stationary points of \(\sin^2\phi-2h\cos(\phi-3^\circ)\), the mean at 300 K is 148.7 mT, the width 7.25 mT and the local exponent 0.549. This exponent lies between \(1/2\) and \(2/3\).

For a uniform moment in an axial field, the constant attempt rate is a milder approximation than these two. For an axially symmetric magnet, \(z=\cos\theta\) diffuses with coefficient \(D(1-z^2)\), where \(D=\alpha\gamma kT/[M_sV(1+\alpha^2)]\), \(\alpha\) is the damping and \(\gamma\) the electron gyromagnetic ratio. A steady escape current gives

\[
\Gamma=D\left[\int_{\rm well}e^{-E/kT}dz\int_{\rm top}\frac{e^{E/kT}}{1-z^2}dz\right]^{-1},
\qquad \frac{E}{kT}=-b(z^2+2hz).
\]

The well at \(z=-1\) has slope \(2b(1-h)\), so its integral contributes \(1/[2b(1-h)]\). The Gaussian integral at the top, \(z=-h\), contributes \(\sqrt{\pi/b}/(1-h^2)\). Since \(2bD=\alpha\gamma\mu_0H_c/(1+\alpha^2)\), the factor before \(e^{-b(1-h)^2}\) is

\[
f(h)=\frac{\alpha\gamma\mu_0H_c}{1+\alpha^2}\sqrt{\frac b\pi}\,(1-h)(1-h^2).
\]

For \(\alpha=0.01\) it is \(1.4\times10^9\) s\(^{-1}\) at the mean field. Integration with \(f(h)\) in place of \(f_0\) gives a width of 8.21 mT and a local exponent of 0.471. The rate from the mean first-passage time, without the high-barrier approximation, gives 8.24 mT and 0.470. This shift of 0.017 in the exponent is larger than the logarithmic correction of 0.012. The form of \(f(h)\) does not carry over to a tilted field or to nonuniform reversal.

Three further effects are small for these numbers:

- The return barrier at the mean field is about \(100kT\).
- The probability of a jump before zero field, for a sweep that starts at \(-H_c\), is about \(10^{-9}\) at 400 K.
- The precession quantum \(\hbar\gamma\mu_0H_c\) corresponds to 0.54 K, far below the temperatures used.

Reversal as a single domain is less secure. With \(K=E_0/V\) and a rough exchange stiffness \(A_{\rm ex}=10\) pJ/m, a wall across the disc costs \(4\sqrt{A_{\rm ex}K}\) times diameter times thickness, or 1.59 eV, against \(E_0=1.32\) eV. This comparison is misleading, because the wall width \(\pi\sqrt{A_{\rm ex}/K}\approx22\) nm is comparable with the disc. Test the uniform saddle instead, treating \(K\) as a local anisotropy. A small variation \(\eta(\mathbf r)\) of the polar angle about \(\cos\theta=-h\) changes the energy density by \(A_{\rm ex}|\nabla\eta|^2-K(1-h^2)\eta^2\). The lowest nonuniform mode of a free-edged disc of diameter \(d\) has wave number \(1.841/(d/2)\), so the uniform saddle is unstable when \(d>3.68\sqrt{A_{\rm ex}/[K(1-h^2)]}\), which is 26 nm at zero field and 28 nm at \(h=0.4\). The 30 nm disc is just past this threshold. In this model its saddle is nonuniform, and the barrier lies about 3% below \((1-h)^2E_0\) at zero field and about 1% below at \(h=0.4\). With that barrier the width at 300 K is about 8.4 mT and the local exponent about 0.53. These values are sensitive to the rough value of \(A_{\rm ex}\). For 12 pJ/m the saddle is uniform at the switching field and the width and exponent return to 8.0 mT and 0.49; for 8 pJ/m they are about 8.9 mT and 0.41, and for 6 pJ/m about 9.3 mT and 0.24. Even the sign of the change in the exponent is therefore not fixed, and the single-domain numbers above carry an uncertainty of this range. For discs of this width or wider, the barrier should be computed with a spatially varying magnetization.

Finally, \(\sigma_H\) describes repeated sweeps of one cell. A 5% rise in anisotropy at fixed magnetization and volume moves the mean by 13.9 mT, which exceeds the thermal width. If cells differ by this amount as a standard deviation, and the two spreads are independent, the array width is about \(\sqrt{13.9^2+7.99^2}=16\) mT. The \(T^{1/a}\) rule should then be applied to the single-cell width, not to the array width.
